**Electron density at a fully screened head-to-head domain wall**

For domains of polarization *P* pointing towards a wall normal to the polar axis, full screening by electrons alone requires *n* = 2*P*/*e*, where *e* is the elementary charge. With *P* = 1 C/m², the output gives 1.248 × 10¹⁵ cm⁻². The program asserts this count by finding the free sheet that cancels the average fields of explicit ion planes, and it also asserts the effect of reversed polarization and of an added fixed charge. It checks the electron density of states by counting plane waves. Finite-difference solutions of the nonlinear Poisson equation are asserted to give the same total for a sharp and a smooth wall, and to follow the analytic profile for the sharp one. For a film with blocking contacts, the missing density is compared with a separate quadrature; it is 1.7% of the full value. A further assertion confirms the cosine law for a wall tilted by 60°. The material parameters are rough values for ScAlN, and the electron profile is a size estimate that omits the wall's atomic structure.

## Verification by program

```python
# Result under test: a fully screened head-to-head wall between domains of
# polarization P (each pointing to the wall) holds n = 2 P / e electrons per area.
# P is the zero-field polarization of one domain from the nonpolar reference.
# Internal units: nm, volt, elementary charge e; hence 1 e/nm^2 = 1e14 e/cm^2.
# u = Fermi energy above the local conduction-band edge, divided by e (volt).
# The electron density in a parabolic band at zero temperature is C * u**1.5.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Input parameters: rough typical values for ScAlN, about 30 percent Sc
polarization_si = 1.0       # C/m^2
relative_permittivity = 15.0
mass_ratio = 0.4
gap = 5.0                   # eV
lattice_a = 0.325           # nm
layer_spacing = 0.25        # nm
coercive_field = 0.4        # V/nm, equal to 4 MV/cm
ion_charge = 3.0            # nominal ionic charge in e
temperature = 300.0         # K
pyro_coefficient = 1e-5     # C/(m^2 K), rough magnitude
temperature_rise = 100.0    # K
polarization_error = 0.1    # C/m^2
tilt_degrees = 60.0
contact_barrier = 2.0       # V
blocked_half_thickness = 20.0   # nm

e = const.e
P = polarization_si / e * 1e-18
eps = const.epsilon_0 * relative_permittivity / e * 1e-9
C = (2 * mass_ratio * const.m_e * e)**1.5 / (3 * np.pi**2 * const.hbar**3) * 1e-27
n_formula = 2 * P
cell_area = np.sqrt(3) / 2 * lattice_a**2

# Test 1: explicit charged planes; find the sheets that null the average fields
plane_charge = ion_charge / cell_area
displacement = P * layer_spacing / plane_charge


def mean_field(charges, positions, start):
    """Field averaged over one layer spacing, times vacuum permittivity."""
    def potential(z):
        return -0.5 * np.sum(charges * np.abs(z - positions))
    return -(potential(start + layer_spacing) - potential(start)) / layer_spacing


def wall_sheet(shift, extra_charge=0.0):
    """Free sheet charge at the wall; the outer sheets stand for electrodes."""
    layers = 40
    anions = (np.arange(-layers, layers) + 0.5) * layer_spacing
    cations = anions - shift * np.sign(anions)
    positions = np.concatenate([anions, cations, [0.01]])
    charges = np.concatenate([np.full(2 * layers, -plane_charge),
                              np.full(2 * layers, plane_charge), [extra_charge]])
    outer = layers * layer_spacing + 1.0
    sheets = np.array([-outer, 0.0, outer])
    windows = [-20 * layer_spacing, 19 * layer_spacing]
    matrix = np.ones((3, 3))
    target = np.zeros(3)
    for row, start in enumerate(windows):
        for col, place in enumerate(sheets):
            matrix[row, col] = mean_field(np.array([1.0]), np.array([place]), start)
        target[row] = -mean_field(charges, positions, start)
    target[2] = -np.sum(charges)
    return np.linalg.solve(matrix, target)[1]


sheet_head = wall_sheet(displacement)
sheet_tail = wall_sheet(-displacement)
extra = 1.0 / cell_area
sheet_extra = wall_sheet(displacement, extra)
assert abs(sheet_head + n_formula) < 1e-8 * n_formula
assert abs(sheet_tail - n_formula) < 1e-8 * n_formula
assert abs(sheet_extra - sheet_head + extra) < 1e-8 * n_formula

# Test 2: count plane waves in a periodic box to check the density constant C
box_radius = 25.3
k_fermi = np.sqrt(2 * mass_ratio * const.m_e * e) / const.hbar * 1e-9
box_length = 2 * np.pi * box_radius / k_fermi
m = np.arange(-26, 27)
m_squared = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
counted_density = 2 * np.count_nonzero(m_squared <= box_radius**2) / box_length**3
assert abs(counted_density / C - 1) < 0.01  # finite-box surface error


# Test 3: nonlinear Poisson equation with fixed potentials at both ends
def solve_wall(half_thickness, barrier, wall_width, step=0.01):
    half_count = int(round(half_thickness / step))
    z = step * np.arange(-half_count, half_count + 1)
    if wall_width == 0:
        bound = np.zeros(len(z))
        bound[half_count] = 2 * P / step
    else:
        faces = np.append(z - step / 2, z[-1] + step / 2)
        bound = -np.diff(-P * np.tanh(faces / wall_width)) / step
    u = np.full(len(z), -float(barrier))
    coupling = eps / step**2
    for _ in range(100):
        filled = np.maximum(u[1:-1], 0)
        residual = (coupling * (u[:-2] - 2 * u[1:-1] + u[2:])
                    + bound[1:-1] - C * filled**1.5)
        bands = np.full((3, len(filled)), coupling)
        bands[1] = -2 * coupling - 1.5 * C * np.sqrt(filled)
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-7:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    density = C * np.maximum(u, 0)**1.5
    return z, u, density, np.sum(density) * step


z, u, density, count_sharp = solve_wall(40.0, 0.0, 0.0)
_, u_smooth, _, count_smooth = solve_wall(40.0, 0.0, 1.0)
assert abs(count_sharp / n_formula - 1) < 1e-4
assert abs(count_smooth / n_formula - 1) < 1e-4

u0 = (1.25 * P**2 / (eps * C))**0.4
decay_length = 4 * eps * u0 / P
u_analytic = u0 * (1 + np.abs(z) / decay_length)**-4
assert np.max(np.abs(u - u_analytic)) < 5e-3
half_width = decay_length * (2**0.2 - 1)
right = z >= -1e-12
cumulative = cumulative_trapezoid(density[right], z[right], initial=0)
inner_fraction = np.interp(half_width, z[right], cumulative) / cumulative[-1]
assert abs(inner_fraction - 0.5) < 2e-3

# Test 4: blocking contacts leave a field; obtain it separately by quadrature
zb, ub, _, count_blocked = solve_wall(blocked_half_thickness, contact_barrier, 0.0)


def thickness_error(edge_field):
    top = (1.25 * eps / C * ((P / eps)**2 - edge_field**2))**0.4
    inner = quad(lambda v: 1 / np.sqrt(edge_field**2 + 0.8 * C / eps * v**2.5),
                 0, top, epsabs=1e-10, limit=200)[0]
    return inner + contact_barrier / edge_field - blocked_half_thickness


edge_field = brentq(thickness_error, contact_barrier / blocked_half_thickness, 1.0)
blocked_formula = 2 * P - 2 * eps * edge_field
deficit = n_formula - count_blocked
assert abs(deficit / (2 * eps * edge_field) - 1) < 0.01

# Test 5: tilted wall, divergence by finite differences along the wall normal
theta = np.radians(tilt_degrees)
s = np.linspace(-15, 15, 6001)
xs, zs, dz = s * np.sin(theta), s * np.cos(theta), 1e-4


def tilted_pz(x, height):
    return -P * np.tanh(x * np.sin(theta) + height * np.cos(theta))


bound_tilted = -(tilted_pz(xs, zs + dz) - tilted_pz(xs, zs - dz)) / (2 * dz)
n_tilted = np.trapezoid(bound_tilted, s) if hasattr(np, "trapezoid") else np.trapz(bound_tilted, s)
assert abs(n_tilted / (n_formula * np.cos(theta)) - 1) < 1e-5

# Sizes of neglected effects
bare_field = P / eps
coercive_deficit = 2 * eps * coercive_field
subband_energy = np.pi * const.hbar**2 * n_formula * 1e18 / (mass_ratio * const.m_e * e)
thermal_energy = const.k * temperature / e
pyro_density = 2 * pyro_coefficient * temperature_rise / e * 1e-4
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Polarization of each domain", polarization_si, "C/m2")
show("Same polarization", polarization_si * 100, "uC/cm2")
show("Bound wall charge 2P", 2 * polarization_si, "C/m2")
show("Electron density 2P/e", n_formula * 1e14, "cm^-2")
show("Electron density in atomic units", n_formula * bohr_nm**2, "bohr^-2")
show("Density if 1 C/m2 is the full reversal change", P * 1e14, "cm^-2")
show("In-plane lattice constant (rough)", lattice_a, "nm")
show("Wall cell area", cell_area, "nm2")
show("Electrons per wall cell", n_formula * cell_area)
show("Ion-plane model: layer spacing", layer_spacing, "nm")
show("Ion-plane model: nominal ion charge", ion_charge, "e")
show("Ion-plane model: displacement", displacement, "nm")
show("Ion-plane model: head-to-head free sheet", sheet_head * 1e14, "e/cm2")
show("Ion-plane model: tail-to-tail free sheet", sheet_tail * 1e14, "e/cm2")
show("Fixed extra sheet, +1 e per cell", extra * 1e14, "e/cm2")
show("Free sheet with that extra sheet", sheet_extra * 1e14, "e/cm2")
show("Relative permittivity (rough)", relative_permittivity)
show("Electron mass ratio (rough)", mass_ratio)
show("Band gap (rough)", gap, "eV")
show("Density constant C", C, "nm^-3 V^-1.5")
show("Plane-wave count of C", counted_density, "nm^-3 V^-1.5")
show("Poisson count, sharp wall", count_sharp * 1e14, "cm^-2")
show("Poisson count, smooth wall of width 1 nm", count_smooth * 1e14, "cm^-2")
show("Peak Fermi energy, sharp wall, formula", u0, "eV")
show("Peak Fermi energy, sharp wall, Poisson", np.max(u), "eV")
show("Peak Fermi energy, smooth wall, Poisson", np.max(u_smooth), "eV")
show("Peak volume density, sharp wall", C * u0**1.5 * 1e21, "cm^-3")
show("Decay length L", decay_length, "nm")
show("Distance holding half the electrons", half_width, "nm")
show("Electron fraction within that distance", inner_fraction)
show("Peak Fermi energy over gap, sharp wall", u0 / gap)
show("Single-subband Fermi energy", subband_energy, "eV")
show("Bare field P/eps", bare_field * 10, "MV/cm")
show("Coercive field (rough)", coercive_field * 10, "MV/cm")
show("Bare field over coercive field", bare_field / coercive_field)
show("Density deficit at coercive field", coercive_deficit * 1e14, "cm^-2")
show("Least screened share at coercive field", 100 * (1 - coercive_deficit / n_formula), "%")
show("Blocked film: thickness of each domain", blocked_half_thickness, "nm")
show("Blocked film: contact barrier", contact_barrier, "eV")
show("Blocked film: residual field, quadrature", edge_field * 10, "MV/cm")
show("Blocked film: residual field, Poisson", (ub[-2] - ub[-1]) / (zb[-1] - zb[-2]) * 10, "MV/cm")
show("Blocked film: density, formula", blocked_formula * 1e14, "cm^-2")
show("Blocked film: density, Poisson", count_blocked * 1e14, "cm^-2")
show("Blocked film: deficit", 100 * deficit / n_formula, "%")
show("Tilt of wall normal from polar axis", tilt_degrees, "degrees")
show("Density per true area of tilted wall", n_tilted * 1e14, "cm^-2")
show("Polarization uncertainty", polarization_error, "C/m2")
show("Resulting density uncertainty", 2 * polarization_error / e * 1e-4, "cm^-2")
show("Temperature", temperature, "K")
show("Thermal energy", thermal_energy, "eV")
show("Thermal energy over peak Fermi energy", thermal_energy / u0)
show("Pyroelectric coefficient magnitude (rough)", pyro_coefficient, "C/(m2 K)")
show("Temperature rise", temperature_rise, "K")
show("Pyroelectric change of density, magnitude", pyro_density, "cm^-2")
print("tests ok")
```

Running it gives:

```
Polarization of each domain: 1 C/m2
Same polarization: 100 uC/cm2
Bound wall charge 2P: 2 C/m2
Electron density 2P/e: 1.2483e+15 cm^-2
Electron density in atomic units: 0.034956 bohr^-2
Density if 1 C/m2 is the full reversal change: 6.2415e+14 cm^-2
In-plane lattice constant (rough): 0.325 nm
Wall cell area: 0.091474 nm2
Electrons per wall cell: 1.1419
Ion-plane model: layer spacing: 0.25 nm
Ion-plane model: nominal ion charge: 3 e
Ion-plane model: displacement: 0.047578 nm
Ion-plane model: head-to-head free sheet: -1.2483e+15 e/cm2
Ion-plane model: tail-to-tail free sheet: 1.2483e+15 e/cm2
Fixed extra sheet, +1 e per cell: 1.0932e+15 e/cm2
Free sheet with that extra sheet: -2.3415e+15 e/cm2
Relative permittivity (rough): 15
Electron mass ratio (rough): 0.4
Band gap (rough): 5 eV
Density constant C: 1.1489 nm^-3 V^-1.5
Plane-wave count of C: 1.1469 nm^-3 V^-1.5
Poisson count, sharp wall: 1.2483e+15 cm^-2
Poisson count, smooth wall of width 1 nm: 1.2483e+15 cm^-2
Peak Fermi energy, sharp wall, formula: 4.8247 eV
Peak Fermi energy, sharp wall, Poisson: 4.8245 eV
Peak Fermi energy, smooth wall, Poisson: 2.5067 eV
Peak volume density, sharp wall: 1.2176e+22 cm^-3
Decay length L: 2.5631 nm
Distance holding half the electrons: 0.38113 nm
Electron fraction within that distance: 0.49999
Peak Fermi energy over gap, sharp wall: 0.96494
Single-subband Fermi energy: 7.4707 eV
Bare field P/eps: 75.294 MV/cm
Coercive field (rough): 4 MV/cm
Bare field over coercive field: 18.823
Density deficit at coercive field: 6.6316e+13 cm^-2
Least screened share at coercive field: 94.687 %
Blocked film: thickness of each domain: 20 nm
Blocked film: contact barrier: 2 eV
Blocked film: residual field, quadrature: 1.2766 MV/cm
Blocked film: residual field, Poisson: 1.2766 MV/cm
Blocked film: density, formula: 1.2271e+15 cm^-2
Blocked film: density, Poisson: 1.2271e+15 cm^-2
Blocked film: deficit: 1.6955 %
Tilt of wall normal from polar axis: 60 degrees
Density per true area of tilted wall: 6.2415e+14 cm^-2
Polarization uncertainty: 0.1 C/m2
Resulting density uncertainty: 1.2483e+14 cm^-2
Temperature: 300 K
Thermal energy: 0.025852 eV
Thermal energy over peak Fermi energy: 0.0053583
Pyroelectric coefficient magnitude (rough): 1e-05 C/(m2 K)
Temperature rise: 100 K
Pyroelectric change of density, magnitude: 1.2483e+12 cm^-2
tests ok
```
